# Ion-fluence window for atomic layer etching with continuing substrate sputtering

## 1. A case that can be seen through at once

One cycle of atomic layer etching has two halves. A reactive gas first converts the top of the substrate into a modified layer that is easier to remove. Ions then remove that layer. The question is how many ions to supply.

Let the modified layer hold $N_m$ substrate atoms per unit area, and let $F$ be the ion fluence, the number of ions per unit area in one cycle. The first ions remove $Y_m$ modified atoms each; on bare substrate an ion removes $Y_s$ atoms. Define

$$x=\frac{Y_mF}{N_m},\qquad r=\frac{Y_s}{Y_m}.$$

Here $x$ is the fluence in units of the number of ions that would clear the layer if the initial yield lasted, and $r$ is the inverse of the selectivity.

Suppose that the modified fraction decays as $e^{-x}$ and that the substrate loses $Y_sF$ atoms per area from the first ion on. We accept an unremoved fraction of at most $\epsilon$ and a substrate loss of at most $\delta N_m$. The first demand is $e^{-x}\le\epsilon$, or $x\ge L$ with $L=\ln(1/\epsilon)$. The second is $Y_sF=rxN_m\le\delta N_m$, or $x\le\delta/r$. Hence

$$L\le x\le \frac{\delta}{r},\qquad\text{which is possible if and only if } r\le\frac{\delta}{L}.$$

Saturation sets the lower edge and sputtering sets the upper one. The weak point is the second law: it lets ions sputter substrate that is still covered. Correcting this widens the window.

## 2. The site model

The assumptions are these.

- The surface consists of equivalent sites, each holding one removable modified unit, and ions strike them at random.
- The yields $Y_m$ and $Y_s$ are constant during the ion step.
- An ion that strikes a covered site cannot sputter the substrate below it.
- Nothing is re-modified, redeposited or etched spontaneously during the ion step.
- Each modification step restores full coverage, so every cycle starts from the same state.

Let $\theta$ be the fraction of sites still covered. The modified atoms remaining per area are $N_m\theta$, and they are lost at the rate $Y_m\theta$ per unit fluence:

$$N_m\frac{d\theta}{dF}=-Y_m\theta .$$

Since $dx=(Y_m/N_m)\,dF$, this becomes $d\theta/dx=-\theta$. With $\theta(0)=1$,

$$\theta=e^{-x},\qquad m(x)=1-\theta=1-e^{-x},$$

where $m$ is the removed fraction of the modified layer. The lower edge is unchanged: $x_{lo}=L$.

Let $sN_m$ be the number of substrate atoms sputtered per area. Only the bare fraction $1-\theta$ contributes, so $N_m\,ds/dF=Y_s(1-\theta)$. Dividing by $Y_m$ gives

$$\frac{ds}{dx}=r(1-\theta)=r-r\theta .$$

Because $\theta=-d\theta/dx=dm/dx$, the right side is $r-r\,dm/dx$. Integrating from zero, where $s=m=0$,

$$s(x)=r\,[x-m(x)]=r\,(x-1+e^{-x}).\tag{1}$$

Impacts not spent on modified material fall on bare substrate. For small $x$, $e^{-x}\approx1-x+x^2/2$, so $s\approx rx^2/2$: sputtering starts quadratically, since sites must first be bared. For large $x$, $s\approx r(x-1)$: it is linear, but delayed by one unit of $x$.

A direct simulation of random impacts on 60,000 sites, with $r=0.10$ and stopped at $x=2.0$, left a fraction 0.1355 of the modified layer, where the formula gives 0.1353. The sputtered amount was $s=0.1118$ against 0.1135. That difference is about 100 atoms in 6,800, a little over one standard deviation of Poisson counting noise.

## 3. The upper edge

The upper edge is the value of $x$ at which $s=\delta$. With $c=\delta/r$, equation (1) gives

$$x-1+e^{-x}=c .\tag{2}$$

The left side has derivative $1-e^{-x}>0$ for $x>0$, so there is one positive root. To find it, write $x=1+c+w$. Equation (2) then says $w=-e^{-x}=-e^{-(1+c)}e^{-w}$, and multiplication by $e^{w}$ gives

$$w\,e^{w}=-e^{-(1+c)} .$$

This is the defining equation of the Lambert function. Since $w=-e^{-x}$ with $x>0$, we need $-1<w<0$, which selects the principal branch $W_0$. The process window is therefore

$$\boxed{\;\ln\frac1\epsilon\;\le\;\frac{Y_mF}{N_m}\;\le\;1+c+W_0\!\left(-e^{-(1+c)}\right),\qquad c=\frac{\delta Y_m}{Y_s}\;}\tag{3}$$

Two limits help in reading it. For large $c$ the Lambert term is close to $-e^{-(1+c)}$ and $x_{hi}\approx1+c$. For small $c$, equation (2) reduces to $x^2/2\approx c$, so $x_{hi}\approx\sqrt{2c}$. The window can then be open only if $\epsilon$ is close to one, that is, if most of the layer may stay behind.

Equation (2) can also be written $x_{hi}=c+m(x_{hi})$. Since $0<m<1$,

$$c<x_{hi}<c+1 .$$

The linear law of Section 1 puts the edge at $c$. It is thus a safe estimate, too strict by less than one unit of $x$, or less than $N_m/Y_m$ in fluence.

## 4. When a window exists

Because $s$ increases with $x$, an allowed fluence exists if and only if the sputter budget is still respected at the lower edge, $s(L)\le\delta$. With $e^{-L}=\epsilon$ this reads

$$r\,(L-1+\epsilon)\le\delta
\quad\Longleftrightarrow\quad
\frac{Y_m}{Y_s}\ge\frac{L-1+\epsilon}{\delta}.\tag{4}$$

The required selectivity grows only logarithmically as the removal is made more complete, but in inverse proportion to the sputter budget. The ion flux does not appear: at fixed yields, a higher flux shortens the step without opening a closed window.

**Non-uniform flux.** Let the local fluence vary over the wafer between $F_0(1-u)$ and $F_0(1+u)$. Every point must lie inside the window:

$$u\le1-\frac{F_{lo}}{F_0},\qquad u\le\frac{F_{hi}}{F_0}-1 .$$

The first bound rises with the set point $F_0$ and the second falls, so the largest common $u$ occurs where they are equal, $2=(F_{lo}+F_{hi})/F_0$. Thus

$$F_0=\frac{F_{lo}+F_{hi}}2,\qquad u_{max}=\frac{F_{hi}-F_{lo}}{F_{hi}+F_{lo}} .\tag{5}$$

If instead $u$ is prescribed, the edges must satisfy $x_{hi}\ge\rho L$ with $\rho=(1+u)/(1-u)$. Since $s$ is increasing, this is the same as $s(\rho L)\le\delta$, or

$$r\le r_c=\frac{\delta}{\rho L-1+e^{-\rho L}} .\tag{6}$$

For $u=0$ we have $\rho=1$, and condition (4) returns.

## 5. The etch per cycle has no true plateau

Let $h$ be the thickness of substrate consumed by the modified layer, so that the substrate density is $n=N_m/h$. The etch per cycle is

$$d(x)=h\,[m+r(x-m)],\qquad \frac{dd}{dx}=h\,[e^{-x}+r(1-e^{-x})].$$

The slope falls from $h$ to $hr$, and reaches zero at large $x$ only if $r=0$. Per unit fluence the limiting slope is $hrY_m/N_m=Y_s/n$, the sputter rate of the bare substrate. A measured curve that looks flat has a small slope compared with its initial one; this alone does not show that the sputter budget is met.

A second way to judge the process is its synergy: the share of the etch per cycle that disappears when the modification step is left out. The control surface is bare from the first ion, so it loses $rx$ in units of $N_m$. If modification alone etches nothing,

$$S=\frac{m+r(x-m)-rx}{m+r(x-m)}=\frac{(1-r)m}{(1-r)m+rx}=\frac{1-r}{1-r+r\,x/m}.$$

The ratio $x/m$ increases with $x$: the numerator of its derivative is $m-x\,dm/dx=1-(1+x)e^{-x}$, which is positive because $e^x>1+x$. So $S$ falls steadily from $1-r$. The demand $S\ge S_0$ becomes

$$\frac xm\le k,\qquad k=\frac{(1-r)(1-S_0)}{rS_0}.$$

It can be met at positive fluence only if $k>1$, which is equivalent to $S_0<1-r$. At the limit, $x=k(1-e^{-x})$. Put $x=k+w$; then $w=-ke^{-k}e^{-w}$, so $we^w=-ke^{-k}$. One solution is $w=-k$, which is the trivial point $x=0$. The other lies on the principal branch:

$$x\le k+W_0(-ke^{-k}) .\tag{7}$$

This criterion differs from the sputter budget. It charges the process with $rx$, the loss of an unprotected surface, whereas the real loss is $r(x-m)$.

## 6. The energy limit

The ion energy $E$ enters through the yields. Above their thresholds we assume a square-root form

$$Y_m=A_m(\sqrt E-\sqrt{E_m}),\qquad Y_s=A_s(\sqrt E-\sqrt{E_s}),\qquad E_s>E_m,$$

with each yield zero below its threshold. Write $q=\sqrt E$, $q_m=\sqrt{E_m}$ and $q_s=\sqrt{E_s}$. For $E>E_s$,

$$r=\frac{A_s}{A_m}\frac{q-q_s}{q-q_m},\qquad
\frac{dr}{dq}=\frac{A_s}{A_m}\frac{q_s-q_m}{(q-q_m)^2}>0 .$$

Raising the energy therefore lowers the selectivity. The condition $r\le r_c$ means $A_s(q-q_s)\le r_cA_m(q-q_m)$. Collecting the terms in $q$,

$$q\,(A_s-r_cA_m)\le A_sq_s-r_cA_mq_m .$$

If $A_s>r_cA_m$, division by the positive bracket gives

$$\sqrt{E_{max}}=\frac{A_s\sqrt{E_s}-r_cA_m\sqrt{E_m}}{A_s-r_cA_m}.\tag{8}$$

If $A_s\le r_cA_m$, there is no energy limit within this yield law, because $r$ stays below $A_s/A_m\le r_c$. For $E_m<E\le E_s$ the substrate does not sputter at all in the model, and the fluence has a lower edge only.

## 7. Example: chlorinated silicon under argon ions

The modified layer is two (100) atomic layers of silicon, so $h=0.2716$ nm and $N_m=1.356\times10^{15}$ cm$^{-2}$. The yield parameters are rough typical values: $A_m=0.12$ eV$^{-1/2}$, $E_m=15$ eV, $A_s=0.02$ eV$^{-1/2}$, $E_s=35$ eV. We demand $\epsilon=0.05$ and $\delta=0.10$. At 40 eV,

$$Y_m=0.12\,(6.325-3.873)=0.294,\qquad Y_s=0.02\,(6.325-5.916)=0.0082,$$

$$r=0.0278,\qquad c=\frac{0.10}{0.02777}=3.60 .$$

The lower edge is $x_{lo}=\ln20=3.00$. The upper edge is $x_{hi}=4.60-0.01=4.59$, where the small correction is the Lambert term. One unit of $x$ is $N_m/Y_m=4.61\times10^{15}$ cm$^{-2}$, and so

$$13.8\times10^{15}\ \text{cm}^{-2}\le F\le21.2\times10^{15}\ \text{cm}^{-2}.$$

Numerical integration of the two rate equations gives the same edges to the printed digits. At an ion current density of 0.3 mA/cm$^2$ the window runs from 7.4 s to 11.3 s. The linear law would have stopped at $16.6\times10^{15}$ cm$^{-2}$, giving up more than half of the width.

**Room for tighter demands.** The smallest residue compatible with $\delta=0.10$ is $e^{-x_{hi}}=0.0101$, so a demand of $\epsilon=0.01$ just fails. With $\epsilon=0.05$ kept, condition (4) requires a selectivity of $1/0.04888=20.5$, and the available value is $1/0.0278=36$. Halving $\delta$ would double the requirement to 41 and close the window.

**Uniformity.** The best set point is $17.5\times10^{15}$ cm$^{-2}$, with a tolerated flux variation of $\pm21\,\%$. This keeps both criteria satisfied everywhere, but it does not make the etch depth uniform. The etch per cycle is 0.273 nm at the lower edge, 0.287 nm at the set point and 0.296 nm at the upper edge, a rise of 8 % across the window relative to the lower edge.

The value at the lower edge already exceeds $h$, although 5 % of the layer is still there: the sputtered amount, $0.0278\times(3.00-0.95)=0.057$, slightly more than replaces the missing 0.05. An etch per cycle equal to the modified thickness is therefore no proof of clean, complete removal.

**Synergy.** At the set point $S=90.0\,\%$, and at the upper edge 88.3 %. For $S_0=0.90$, $k=3.89$ and equation (7) gives $x\le3.80$, or $F\le17.5\times10^{15}$ cm$^{-2}$. The set point lies just inside this limit and has almost no margin above it. If the synergy demand is imposed as well, equation (5) must be applied to the narrower interval, and the tolerated variation drops to $(17.53-13.81)/(17.53+13.81)$, about $\pm12\,\%$.

**Energy.** With $\epsilon$ and $\delta$ fixed, the window closes at 45.8 eV for uniform flux and at 42.3 eV if a $\pm10\,\%$ flux variation must be tolerated. These limits belong to one-step removal and square-root yields; Section 8 shows that other assumptions raise them by ten electronvolts or more. The linear law would put the uniform-flux limit at 41.3 eV. At 50 eV, $r=0.060$ and $x_{hi}=2.59$, below $x_{lo}=3.00$: by the time 95 % of the layer is gone, the sputtered amount is 0.123, above the budget of 0.10.

Going down from 40 eV to the sputter threshold costs little time in this model, though the time would diverge on approaching $E_m$. At 35 eV, $Y_m=0.12\,(5.916-3.873)=0.245$, and the lower edge rises to $16.6\times10^{15}$ cm$^{-2}$, 20 % more than at 40 eV. The absence of an upper edge there rests on a sharp sputter threshold.

## 8. What the model leaves out, and how much it matters

**A layer removed atom by atom.** A two-atom layer need not leave as one unit. Suppose that each site holds two modified atoms, removed one at a time with the same yield. The mean number of effective impacts per site is then $2x$, because there are half as many sites as atoms. With Poisson statistics, a site keeps both atoms with probability $e^{-2x}$ and one atom with probability $2xe^{-2x}$. The remaining fraction is

$$1-m=\tfrac12\left(2e^{-2x}+2xe^{-2x}\right)=(1+x)e^{-2x}.$$

The relation $s=r(x-m)$ survives. Modified atoms are removed at the rate $dm/dx=P_{cov}$, the probability that a site is still covered, and substrate is lost at the rate $ds/dx=r(1-P_{cov})$. The random-impact simulation for this case, again at $x=2.0$ and $r=0.10$, left 0.0555 against 0.0549 from the formula, with $s=0.1053$ against 0.1055.

The window becomes 9.5 to 21.2, in units of $10^{15}$ cm$^{-2}$. The lower edge drops by 31 %, while the upper edge hardly moves. The reason is $x_{hi}=c+m(x_{hi})$: at the upper edge $m$ is close to one in both pictures. The upper edge is thus insensitive to this change in the removal kinetics, and the lower edge is not. The energy limit follows the lower edge. The required selectivity falls from 20.5 to about 11, the limit rises from 45.8 to 69.5 eV for uniform flux and from 42.3 to 52.2 eV for $\pm10\,\%$, and at 50 eV the window is open, from $x=2.06$ to $2.64$.

**Spread of ion energy.** For energies spread evenly over $40\pm10$ eV, the mean sputter yield rises by 9 % and the window shrinks to 13.9 to 19.8 in the same units. The rise comes from the threshold. The square root is concave, so averaging it alone would lower the yield; but ions below 35 eV contribute zero instead of a negative amount.

**Error in the sputter threshold.** With all else fixed, lowering $E_s$ from 35 to 32 eV raises $Y_s$ by 63 %, to 0.0134. The window becomes 13.8 to 14.6, about a tenth of its former width. For one-step removal the window closes at $E_s=31.4$ eV, so an uncertainty of a few electronvolts decides whether it exists. For atom-by-atom removal of two atoms, 45 % of the width survives at 32 eV and the window closes only at $E_s=25$ eV.

**Residual chlorine.** Chlorine left in the chamber re-modifies bared sites, and the etching then continues. Suppose that the silicon leaves as SiCl$_2$, so that one Cl$_2$ molecule removes one silicon atom. The loss is then largest if every arriving molecule reacts. At $10^{-7}$ Torr and 300 K the extra loss during the 9.3 s of the set point is at most $0.17N_m$, a bound larger than the sputter budget; below $6\times10^{-8}$ Torr the bound itself stays within $\delta N_m$. The bound is not reached, because only bared sites react. With $d\theta/dx=-\theta+g(1-\theta)$ and $g=0.044$ at $10^{-7}$ Torr, $0.12N_m$ of silicon is re-modified by the set point and the extra etch is $0.08N_m$. The coverage cannot fall below $g/(1+g)=0.042$, and the lower edge moves from $x=3.00$ to $4.57$, next to the gas-free upper edge. A lower reaction probability relaxes the demand in proportion; a product with less chlorine per silicon atom, such as SiCl, would tighten it.

**Beside the real process.** Chlorine and argon are an established pair for atomic layer etching of silicon, with ion energies of some tens of electronvolts, ion steps of seconds or longer and a few tenths of a nanometre removed per cycle. The example lies in that regime, but its yields are rough values and its window is a property of the model. The square-root law is least reliable a few electronvolts above threshold: the Yamamura–Tawara fit for argon on silicon, with a threshold near 32 eV and a much softer onset, gives a sputter yield of about 0.001 at 40 eV instead of 0.008 and moves the energy limit to about 70 eV. Real surfaces break the assumption of two sharply separated materials with constant yields: ions mix chlorine into the silicon and damage the lattice, which may change both yields during the step. That effect is not sized here. Among the effects that are sized, the sputter threshold and the residual gas can each use up nearly all of the window computed for one-step removal. For a process run this close to threshold, the sputter yield of the bare surface should therefore be measured at the energy of use, and the purge checked by varying its length at fixed fluence. The main values of the example are collected in the numerical output.

## Numbers as computed

```
Si lattice parameter = 0.5431 nm
modified layer: 2 atomic layers, h = 0.2716 nm
Nm = 1.3561 1e15 cm^-2
A_m = 0.12 eV^-1/2, E_m = 15.0 eV
A_s = 0.02 eV^-1/2, E_s = 35.0 eV
ion energy = 40.0 eV, eps = 0.05, delta = 0.1
Ym = 0.2942 atoms/ion, Ys = 0.00817 atoms/ion
removal cross-section Ym/Nm = 0.2169 1e-15 cm^2
r = 0.02777, c = delta/r = 3.6011
x_lo = 2.9957, x_hi = 4.5909, linear-law x = 3.6011
F_lo = 13.809 1e15 cm^-2, F_hi = 21.163 1e15 cm^-2
upper edge by linear law = 16.600 1e15 cm^-2
edges from rate equations = 13.809, 21.163 1e15 cm^-2
set point F_set = 17.486 1e15 cm^-2, x_set = 3.7933
tolerated flux non-uniformity = +/- 21.03 %
ion current = 0.3 mA/cm^2, flux = 1.8725 1e15 cm^-2 s^-1
times: lo 7.38 s, set 9.34 s, hi 11.30 s
etch per cycle at F_lo = 0.2734 nm
etch per cycle at F_set = 0.2867 nm
etch per cycle at F_hi = 0.2960 nm
synergy at F_set = 90.02 %
synergy at F_hi = 88.30 %
synergy >= 90 %: x <= 3.8033, F <= 17.532 1e15 cm^-2
critical r, uniform flux = 0.04888; E_max = 45.75 eV
critical r, +/-10 % flux = 0.03721; E_max = 42.29 eV
linear law: critical r = 0.03338; E_max = 41.32 eV
at 50.0 eV: r = 0.06019, x_hi = 2.5860
at 50.0 eV: sputter loss/Nm at x_lo = 0.1231
lattice test: x = 2.0, r = 0.10, sites = 60000
 depth 1: left 0.1355 (formula 0.1353), sputtered 0.1118 (formula 0.1135)
 depth 2: left 0.0555 (formula 0.0549), sputtered 0.1053 (formula 0.1055)
layer-by-layer removal: window 9.480 to 21.207 1e15 cm^-2
energy spread +/-10.0 eV: Ym 0.2922, Ys 0.00892
 window 13.904 to 19.780 1e15 cm^-2
sputter threshold lower by 3.0 eV: Ys = 0.01335
 window 13.809 to 14.569 1e15 cm^-2
residual Cl2 1.0e-07 Torr, 300.0 K: flux 0.02409 1e15 cm^-2 s^-1
 largest extra loss/Nm in the set time = 0.1659
 Cl2 pressure that uses all of delta = 6.03e-08 Torr
```
